# Electron-Hole Friction: Baber Resistivity and Its Saturation: a numerical check

```python
# Two-fluid electron-hole friction model.
# Result under test: with impurity drags a1 = n m1/tau1, a2 = p m2/tau2 and a
# friction force density eta (v1 - v2), the resistivity is
#   rho = [a1 a2 + eta (a1 + a2)] / [n^2 a2 + p^2 a1 + eta (n - p)^2].
# For n = p it is rho0 + eta/n^2 (Baber term, no bound); for n != p it saturates
# at (a1 + a2)/(n - p)^2. In the degenerate regime eta = c T^2.
# Symbols: n, p electron and hole densities; m1, m2 masses; v1, v2 drift
# velocities; T thermal energy; kappa dielectric constant; s screening wave number.
# Atomic units inside; eV and angstrom in the printed output.
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HARTREE = const.value('Hartree energy in eV')
BOHR = const.value('Bohr radius') * 1e10
MICROOHM_CM = const.hbar / const.e**2 * 1e-10 * 1e8   # per angstrom of rho e^2/hbar
PI = np.pi


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


X_NODES, X_WEIGHTS = gauss(-40.0, 40.0, 160)   # energies in units of T, zero excluded

# ---------------------------------------------------------------- model parameters
M1, M2, KAPPA = 0.5, 0.8, 10.0
N_ANG = 0.001
RATE_EV = 1e-5
N_EL = N_ANG * BOHR**3
RATE = RATE_EV / HARTREE


def make_case(p):
    c = SimpleNamespace(n=N_EL, p=p)
    c.k1, c.k2 = (3 * PI**2 * c.n)**(1 / 3), (3 * PI**2 * p)**(1 / 3)
    c.e1, c.e2 = c.k1**2 / (2 * M1), c.k2**2 / (2 * M2)
    c.s = np.sqrt(4 * PI / KAPPA * (M1 * c.k1 + M2 * c.k2) / PI**2)
    c.a1, c.a2 = c.n * M1 * RATE, p * M2 * RATE
    q = 2 * min(c.k1, c.k2)
    bracket = np.arctan(q / c.s) / (2 * c.s) - q / (2 * (q**2 + c.s**2))
    c.coef = 4 * M1**2 * M2**2 / (9 * PI * KAPPA**2) * bracket
    return c


def interaction(q, c):
    return 4 * PI / (KAPPA * (q**2 + c.s**2))


# ---------------------------------------------------------------- friction model
def drift(n, p, a1, a2, eta):
    """Drift velocities in unit field from the two force balances."""
    return np.linalg.solve(np.array([[a1 + eta, -eta], [-eta, a2 + eta]]),
                           np.array([-n, p]))


def resistivity(c, eta, clean=1.0):
    v1, v2 = drift(c.n, c.p, c.a1 * clean, c.a2 * clean, eta)
    return 1 / (-c.n * v1 + c.p * v2)


# ---------------------------------------------------------------- thermal friction
def chemical_potential(density, mass, T):
    fermi = (3 * PI**2 * density)**(2 / 3) / (2 * mass)

    def excess(mu):
        k_cubed = (2 * mass * np.clip(mu + T * X_NODES, 0, None))**1.5
        peak = expit(X_NODES) * expit(-X_NODES)
        return np.sum(X_WEIGHTS * k_cubed * peak) / (3 * PI**2) / density - 1
    return brentq(excess, 0.3 * fermi, 1.3 * fermi, xtol=1e-15, rtol=1e-13)


def structure(q, w, mass, mu, T):
    """Free-particle dynamic structure factor per volume, both spins."""
    lowest = (mass * w / q - q / 2)**2 / (2 * mass)
    a = (mu - lowest) / T
    window = np.logaddexp(0, a) - np.logaddexp(0, a - w / T)
    return mass**2 * T / (2 * PI**2 * q) * window / (-np.expm1(-w / T))


def q_grid(c, count):
    k = min(c.k1, c.k2)
    qa, wa = gauss(0, 2 * k, count)
    qb, wb = gauss(2 * k, 4 * k, count)
    return np.concatenate([qa, qb]), np.concatenate([wa, wb])


def thermal_friction(c, T):
    mu1 = chemical_potential(c.n, M1, T)
    mu2 = chemical_potential(c.p, M2, T)
    q, wq = q_grid(c, 200)
    w = T * X_NODES[None, :]
    product = (structure(q[:, None], w, M1, mu1, T)
               * structure(q[:, None], -w, M2, mu2, T))
    inner = product @ (T * X_WEIGHTS)
    return PI / (3 * T) / (2 * PI**2) * np.sum(wq * q**4 * interaction(q, c)**2 * inner)


def force_at_finite_drift(c, T, u):
    """Force density on the electrons when they move at u relative to the holes."""
    mu1 = chemical_potential(c.n, M1, T)
    mu2 = chemical_potential(c.p, M2, T)
    q, wq = q_grid(c, 70)
    w = T * X_NODES[None, :]
    total = 0.0
    for cosine, wc in zip(*gauss(-1, 1, 10)):
        shift = q[:, None] * u * cosine
        product = (structure(q[:, None], w, M1, mu1, T)
                   * structure(q[:, None], -w - shift, M2, mu2, T))
        inner = product @ (T * X_WEIGHTS)
        total += wc * cosine * np.sum(wq * q**3 * interaction(q, c)**2 * inner)
    return total / (2 * PI)


def friction_monte_carlo(c, T, batches=10, size=400000):
    """Friction from explicit two-body collisions, without structure factors."""
    rng = np.random.default_rng(7)
    mu1 = chemical_potential(c.n, M1, T)
    mu2 = chemical_potential(c.p, M2, T)
    lo1, hi1 = max(0.0, mu1 - 12 * T), mu1 + 12 * T
    lo2, hi2 = max(0.0, mu2 - 12 * T), mu2 + 12 * T
    total_mass, reduced = M1 + M2, M1 * M2 / (M1 + M2)
    s1 = s2 = 0.0
    for _ in range(batches):
        en1, en2 = rng.uniform(lo1, hi1, size), rng.uniform(lo2, hi2, size)
        k1, k2 = np.sqrt(2 * M1 * en1), np.sqrt(2 * M2 * en2)
        cos2 = rng.uniform(-1, 1, size)
        k2x, k2z = k2 * np.sqrt(1 - cos2**2), k2 * cos2
        relx, relz = -M1 * k2x / total_mass, (M2 * k1 - M1 * k2z) / total_mass
        rel = np.hypot(relx, relz)
        cosf, phi = rng.uniform(-1, 1, size), rng.uniform(0, 2 * PI, size)
        sinf = np.sqrt(1 - cosf**2)
        newx, newy, newz = rel * sinf * np.cos(phi), rel * sinf * np.sin(phi), rel * cosf
        q2 = (newx - relx)**2 + newy**2 + (newz - relz)**2
        f1x, f1z = M1 * k2x / total_mass + newx, M1 * (k1 + k2z) / total_mass + newz
        final1 = (f1x**2 + newy**2 + f1z**2) / (2 * M1)
        final2 = en1 + en2 - final1
        occupation = (expit((mu1 - en1) / T) * expit((mu2 - en2) / T)
                      * expit((final1 - mu1) / T) * expit((final2 - mu2) / T))
        measure = (4 * PI * M1 * k1 * (hi1 - lo1) * 4 * PI * M2 * k2 * (hi2 - lo2)
                   * 4 * PI * reduced * rel)
        potential = 4 * PI / (KAPPA * (q2 + c.s**2))
        value = (4 / (6 * T) / (2 * PI)**6 / (2 * PI)**2
                 * measure * potential**2 * q2 * occupation)
        s1 += value.sum()
        s2 += (value**2).sum()
    count = batches * size
    mean = s1 / count
    return mean, np.sqrt((s2 / count - mean**2) / count)


comp, doped = make_case(N_EL), make_case(0.5 * N_EL)

# ------------------------------------------- tests: algebra of the friction model
n, p, a1, a2, eta = sp.symbols('n p a1 a2 eta', positive=True)
v1, v2 = sp.symbols('v1 v2')
sol = sp.solve([(a1 + eta) * v1 - eta * v2 + n, (a2 + eta) * v2 - eta * v1 - p],
               [v1, v2], dict=True)[0]
rho_sym = sp.simplify(1 / (-n * sol[v1] + p * sol[v2]))
S0 = n**2 * a2 + p**2 * a1
closed = (a1 * a2 + eta * (a1 + a2)) / (S0 + eta * (n - p)**2)
rho0, rho_inf, eta_star = a1 * a2 / S0, (a1 + a2) / (n - p)**2, S0 / (n - p)**2
assert sp.simplify(rho_sym - closed) == 0
assert sp.simplify(rho_sym - rho0 - (rho_inf - rho0) * eta / (eta + eta_star)) == 0
slope = sp.diff(rho_sym, eta).subs(eta, 0)
assert sp.simplify(slope - (n * a2 + p * a1)**2 / S0**2) == 0
assert sp.simplify(rho_sym.subs(p, n) - a1 * a2 / (n**2 * (a1 + a2)) - eta / n**2) == 0

# ------------------------------------------- tests: least dissipation, saturation
T_TOP = 0.03 / HARTREE
for c in (comp, doped):
    friction = c.coef * T_TOP**2

    def dissipation(x):
        u1 = x / c.n
        u2 = (1 + c.n * u1) / c.p
        return c.a1 * u1**2 + c.a2 * u2**2 + friction * (u1 - u2)**2
    least = minimize_scalar(dissipation).fun
    assert abs(least / resistivity(c, friction) - 1) < 1e-7

star = (doped.n**2 * doped.a2 + doped.p**2 * doped.a1) / (doped.n - doped.p)**2
limit = (doped.a1 + doped.a2) / (doped.n - doped.p)**2
assert abs(resistivity(doped, 1e6 * star) / limit - 1) < 1e-5
assert all(resistivity(doped, x * star) < limit for x in (0, 0.1, 1, 10, 100))
reversal = doped.p * doped.a1 / (doped.n - doped.p)


def velocity_ratio(c, friction):
    u1, u2 = drift(c.n, c.p, c.a1, c.a2, friction)
    return u2 / u1


assert velocity_ratio(doped, 0.99 * reversal) < 0 < velocity_ratio(doped, 1.01 * reversal)


# ------------------------------------------- tests: time evolution without impurities
def clean_current(c, friction, t, field):
    matrix = np.zeros((3, 3))
    matrix[0] = [-friction / (c.n * M1), friction / (c.n * M1), -field / M1]
    matrix[1] = [friction / (c.p * M2), -friction / (c.p * M2), field / M2]
    u1, u2, _ = expm(matrix * t) @ np.array([0.0, 0.0, 1.0])
    return (-c.n * u1 + c.p * u2) / field


for c in (comp, doped):
    friction = c.coef * T_TOP**2
    relax = friction * (1 / (c.n * M1) + 1 / (c.p * M2))
    t = 40 / relax
    early, late = clean_current(c, friction, t, relax), clean_current(c, friction, 2 * t, relax)
    if c is comp:
        assert abs(late * friction / c.n**2 - 1) < 1e-6
        assert abs(late / early - 1) < 1e-6
    else:
        growth = (c.n - c.p)**2 / (c.n * M1 + c.p * M2)
        assert abs((late - early) / t / growth - 1) < 1e-6

# ------------------------------------------- tests: structure factor
mu = chemical_potential(N_EL, M1, T_TOP)
q0 = comp.k1
k_max = np.sqrt(2 * M1 * (mu + 40 * T_TOP))
w, ww = gauss(-40 * T_TOP, q0**2 / (2 * M1) + q0 * k_max / M1, 500)
s_values = structure(q0, w, M1, mu, T_TOP)
k, wk = gauss(0, k_max, 300)
cs, wcs = gauss(-1, 1, 300)
shifted = (k[:, None]**2 + q0**2 + 2 * k[:, None] * q0 * cs[None, :]) / (2 * M1)
blocked = expit((shifted - mu) / T_TOP) @ wcs
static = np.sum(wk * k**2 * expit((mu - k**2 / (2 * M1)) / T_TOP) * blocked) / (2 * PI**2)
assert abs(np.sum(ww * s_values) / static - 1) < 1e-6
assert abs(np.sum(ww * w * s_values) / (N_EL * q0**2 / (2 * M1)) - 1) < 1e-6

# ------------------------------------------- tests: friction coefficient
for c in (comp, doped):
    u = 0.01 * T_TOP / c.k1
    assert abs(-force_at_finite_drift(c, T_TOP, u) / (u * thermal_friction(c, T_TOP)) - 1) < 2e-3

T_MC = 0.05 / HARTREE
mc_value, mc_error = friction_monte_carlo(comp, T_MC)
quadrature = thermal_friction(comp, T_MC)
assert mc_error < 0.03 * quadrature
assert abs(mc_value - quadrature) < 5 * mc_error   # statistical error only


def law_ratio(c, kt_ev):
    T = kt_ev / HARTREE
    return thermal_friction(c, T) / (c.coef * T**2)


for c in (comp, doped):
    cold, warm = abs(law_ratio(c, 0.001) - 1), abs(law_ratio(c, 0.004) - 1)
    assert cold < 0.01 and cold < 0.5 * warm

# ---------------------------------------------------------------- printed example
print(f"masses (electron, hole): {M1}, {M2} m_e; kappa = {KAPPA:.0f}")
print(f"electron density n = {N_ANG:.4f} A^-3")
print(f"impurity rate hbar/tau, both carriers = {RATE_EV:.1e} eV")
for name, c in (("compensated", comp), ("unequal", doped)):
    slope_c = (c.n * c.a2 + c.p * c.a1)**2 / (c.n**2 * c.a2 + c.p**2 * c.a1)**2
    print(f"--- {name}: p = {c.p / BOHR**3:.4f} A^-3")
    print(f"k_F electron, hole = {c.k1 / BOHR:.4f}, {c.k2 / BOHR:.4f} A^-1")
    print(f"E_F electron, hole = {c.e1 * HARTREE:.4f}, {c.e2 * HARTREE:.4f} eV")
    print(f"screening wave number s = {c.s / BOHR:.4f} A^-1")
    print(f"c/hbar = {c.coef / BOHR**5 / HARTREE**2:.4e} A^-5 eV^-2")
    print(f"rho0 e^2/hbar = {resistivity(c, 0) * BOHR:.4e} A")
    print(f"initial T^2 slope = {slope_c * c.coef * BOHR / HARTREE**2:.3f} A eV^-2")
print("--- unequal densities: saturation")
print(f"rho_inf e^2/hbar = {limit * BOHR:.4e} A")
print(f"rho_inf = {limit * BOHR * MICROOHM_CM:.4f} microohm cm")
print(f"crossover eta*/hbar = {star / BOHR**5:.4e} A^-5")
print(f"kT at eta = eta*: {np.sqrt(star / doped.coef) * HARTREE:.5f} eV")
print(f"kT where holes reverse: {np.sqrt(reversal / doped.coef) * HARTREE:.5f} eV")
print("--- T^2 friction: kT (eV), rho e^2/hbar (A) comp., unequal, v_h/v_e unequal")
for kt in (0.005, 0.01, 0.02, 0.03):
    T = kt / HARTREE
    print(f"{kt:.3f}  {resistivity(comp, comp.coef * T**2) * BOHR:.4e}  "
          f"{resistivity(doped, doped.coef * T**2) * BOHR:.4e}  "
          f"{velocity_ratio(doped, doped.coef * T**2):+.3f}")
print("--- at kT = 0.03 eV")
for name, c in (("compensated", comp), ("unequal", doped)):
    friction = c.coef * T_TOP**2
    base = resistivity(c, friction)
    print(f"{name}: rho = {base * BOHR * MICROOHM_CM:.4f} microohm cm")
    print(f"{name}: rho/rho0 = {base / resistivity(c, 0):.2f}")
    print(f"{name}: rho e^2/hbar, tau x 10 = {resistivity(c, friction, 0.1) * BOHR:.4e} A")
    full = resistivity(c, thermal_friction(c, T_TOP))
    print(f"{name}: rho e^2/hbar, full thermal eta = {full * BOHR:.4e} A")
print(f"unequal: rho/rho_inf = {resistivity(doped, doped.coef * T_TOP**2) / limit:.3f}")
print("--- full thermal eta / T^2 law: kT (eV), comp., unequal")
for kt in (0.001, 0.01, 0.03):
    print(f"{kt:.3f}  {law_ratio(comp, kt):.4f}  {law_ratio(doped, kt):.4f}")
print(f"Monte Carlo / quadrature eta at kT = 0.05 eV: {mc_value / quadrature:.4f}")
print(f"relative statistical error: {mc_error / quadrature:.4f}")
print("PASS")
```

Output:

```
masses (electron, hole): 0.5, 0.8 m_e; kappa = 10
electron density n = 0.0010 A^-3
impurity rate hbar/tau, both carriers = 1.0e-05 eV
--- compensated: p = 0.0010 A^-3
k_F electron, hole = 0.3094, 0.3094 A^-1
E_F electron, hole = 0.7293, 0.4558 eV
screening wave number s = 0.3111 A^-1
c/hbar = 1.5744e-05 A^-5 eV^-2
rho0 e^2/hbar = 4.0380e-04 A
initial T^2 slope = 15.744 A eV^-2
--- unequal: p = 0.0005 A^-3
k_F electron, hole = 0.3094, 0.2455 A^-1
E_F electron, hole = 0.7293, 0.2871 eV
screening wave number s = 0.2907 A^-1
c/hbar = 1.4322e-05 A^-5 eV^-2
rho0 e^2/hbar = 4.9994e-04 A
initial T^2 slope = 21.954 A eV^-2
--- unequal densities: saturation
rho_inf e^2/hbar = 4.7244e-03 A
rho_inf = 0.1941 microohm cm
crossover eta*/hbar = 2.7559e-09 A^-5
kT at eta = eta*: 0.01387 eV
kT where holes reverse: 0.00677 eV
--- T^2 friction: kT (eV), rho e^2/hbar (A) comp., unequal, v_h/v_e unequal
0.005  7.9741e-04  9.8569e-04  -0.212
0.010  1.9782e-03  1.9446e-03  +0.313
0.020  6.7016e-03  3.3523e-03  +0.748
0.030  1.4574e-02  3.9803e-03  +0.878
--- at kT = 0.03 eV
compensated: rho = 0.5987 microohm cm
compensated: rho/rho0 = 36.09
compensated: rho e^2/hbar, tau x 10 = 1.4210e-02 A
compensated: rho e^2/hbar, full thermal eta = 1.4090e-02 A
unequal: rho = 0.1635 microohm cm
unequal: rho/rho0 = 7.96
unequal: rho e^2/hbar, tau x 10 = 4.6360e-04 A
unequal: rho e^2/hbar, full thermal eta = 3.9642e-03 A
unequal: rho/rho_inf = 0.842
--- full thermal eta / T^2 law: kT (eV), comp., unequal
0.001  0.9991  1.0000
0.010  0.9903  0.9977
0.030  0.9658  0.9743
Monte Carlo / quadrature eta at kT = 0.05 eV: 0.9977
relative statistical error: 0.0028
PASS
```
